# Why contact-array failure is least at an intermediate printed diameter: verification in Python

```python
# Result under test: in a square contact array printed by Poisson-distributed photons,
# missing holes fall and merged holes rise with dose, so failure has one minimum.
# With centre mean A, wall mean B and threshold n, expected failures per hole,
# F = P(Pois(A)<n) + 2 P(Pois(B)>=n), are least when A-B = n ln(A/B) - ln 2.
# Symbols: pitch p, blur-disk radius a, image contrast m, blurred contrast M,
# D = width along an array axis of the contour where the mean disk count equals n.
# Lengths are in nm and doses (spatial mean at the wafer) in mJ/cm2.
import numpy as np
from scipy import constants as const
from scipy.ndimage import label
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j1
from scipy.stats import poisson

pitch, radius, contrast = 40.0, 5.0, 0.85
wavelength, absorbed, threshold, holes = 13.5, 0.20, 400, 10**7
k = 2 * np.pi / pitch
photon_joule = const.h * const.c / (wavelength * 1e-9)
photons_per_dose = 1e-17 / photon_joule      # photons/nm2 for 1 mJ/cm2


def blurred_contrast(m, a):
    return m * 2 * j1(k * a) / (k * a)


def best_dose(n, peak, wall):
    return (n * np.log(peak / wall) - np.log(2)) / (peak - wall)


def rates(dose, n, peak, wall):
    """Missing probability per hole and merging probability per wall."""
    return poisson.cdf(n - 1, peak * dose), poisson.sf(n - 1, wall * dose)


def total(dose, n, peak, wall):
    miss, merge = rates(dose, n, peak, wall)
    return miss + 2 * merge


def diameter(dose, n, wall, M):
    return pitch / np.pi * np.arccos(2 * (n / (wall * dose) - 1) / M - 1)


def dose_for(D, n, wall, M):
    return n / (wall * (1 + M / 2 * (1 + np.cos(np.pi * D / pitch))))


M = blurred_contrast(contrast, radius)
wall = absorbed * photons_per_dose * np.pi * radius**2
peak = wall * (1 + M)
ratio = peak / wall
args = (threshold, peak, wall)

# Disk counts by direct quadrature of the unblurred image.
nodes, weights = np.polynomial.legendre.leggauss(24)
rad = radius * (nodes + 1) / 2
angle = 2 * np.pi * np.arange(64) / 64


def disk_count(x, y):
    X = x + rad[:, None] * np.cos(angle)
    Y = y + rad[:, None] * np.sin(angle)
    image = 1 + contrast / 2 * (np.cos(k * X) + np.cos(k * Y))
    area_weight = (weights * radius / 2 * rad)[:, None] * 2 * np.pi / 64
    return absorbed * photons_per_dose * np.sum(area_weight * image)


assert abs(disk_count(0, 0) / peak - 1) < 1e-10
assert abs(disk_count(pitch / 2, 0) / wall - 1) < 1e-10

# Closed-form optimum against numerical minimization of the Poisson tails.
E0 = best_dose(*args)
D0 = diameter(E0, threshold, wall, M)
low, high = threshold / peak, threshold / wall
found = minimize_scalar(lambda e: np.log(total(e, *args)), bounds=(low, high),
                        method="bounded", options={"xatol": 1e-9})
assert abs(found.x / E0 - 1) < 1e-5
edge = brentq(lambda x: E0 * disk_count(x, 0) - threshold, 0, pitch / 2)
assert abs(2 * edge - D0) < 1e-7

# Telescoped Poisson slope against a finite difference.
h = 1e-3
mu = peak * E0
slope = (poisson.cdf(threshold - 1, mu + h)
         - poisson.cdf(threshold - 1, mu - h)) / (2 * h)
assert abs(slope / -poisson.pmf(threshold - 1, mu) - 1) < 1e-5


def array_log_survival(dose, n, top, saddle):
    return (poisson.logsf(n - 1, top * dose)
            + 2 * poisson.logcdf(n - 1, saddle * dose))


def array_failure(dose):
    miss, merge = rates(dose, *args)
    return -np.expm1(holes * (np.log1p(-miss) + 2 * np.log1p(-merge)))


array_min = minimize_scalar(lambda e: np.log(array_failure(e)),
                            bounds=(0.9 * E0, 1.1 * E0), method="bounded",
                            options={"xatol": 1e-9})
assert abs(array_min.x / E0 - 1) < 1e-5
# The array minimum is unique even with very few photons and weak contrast.
for n_test, r_test in ((3, 1.1), (3, 1.8), (20, 1.3)):
    scan = np.linspace(0.1 * n_test, 4 * n_test, 1500)
    signs = np.sign(np.diff(array_log_survival(scan, n_test, r_test, 1.0)))
    assert signs[0] > 0 and signs[-1] < 0
    assert np.count_nonzero(np.diff(signs)) == 1


# A printable minimum of F needs enough photons: test both sides of the condition.
def critical_count(r):
    return r * np.log(2) / (r * np.log(r) - r + 1)


weak = 1.1
for n_test in (50, 400):
    scan = np.linspace(n_test / weak, n_test, 2001)
    interior = np.argmin(total(scan, n_test, weak, 1.0)) > 0
    assert interior == (n_test > critical_count(weak))

# Changing the threshold at fixed dose obeys the same balance line.
fixed_dose = 30.0
n_scan = np.arange(200, 700)
n_best = n_scan[np.argmin(total(fixed_dose, n_scan, peak, wall))]
n_line = ((peak - wall) * fixed_dose + np.log(2)) / np.log(ratio)
assert n_best == int(np.ceil(n_line))

# Many-photon diameter, unequal rates at the minimum, and exponential depth.
D_limit = pitch / np.pi * np.arccos(2 / np.log(1 + M) - 2 / M - 1)
n_big = 10**6
assert abs(diameter(best_dose(n_big, peak, wall), n_big, wall, M) - D_limit) < 1e-3
miss0, merge0 = rates(E0, *args)
share = miss0 / (2 * merge0)
share_estimate = (threshold - wall * E0) / (peak * E0 - threshold)
assert abs(share / share_estimate - 1) < 0.05  # first-order tail expansion
u = ratio * np.log(ratio) / (ratio - 1)
exponent = u - 1 - np.log(u)
F0 = total(E0, *args)
F_double = total(best_dose(2 * threshold, peak, wall), 2 * threshold, peak, wall)
predicted = -exponent * threshold - 0.5 * np.log(2)
assert abs(np.log(F_double / F0) - predicted) < 0.06  # next term is of order 1/n


def log_balance(dose):
    miss, merge = rates(dose, *args)
    return np.log(miss / (2 * merge))


E_cross = brentq(log_balance, 0.9 * E0, 1.1 * E0)
D_cross = diameter(E_cross, threshold, wall, M)
table = []
for D in (17.0, 19.0, 21.0, 23.0, 25.0):
    dose = dose_for(D, threshold, wall, M)
    miss, merge = rates(dose, *args)
    assert (miss > 2 * merge) == (D < D_cross)
    table.append((D, dose, miss, 2 * merge, array_failure(dose)))

# Neglected random yield: each photon makes a Poisson number of acids.
acid_yield = 3
photon_number = np.arange(1, 1601)


def acid_total(dose):
    limit = acid_yield * threshold - 1
    miss = np.sum(poisson.pmf(photon_number, peak * dose)
                  * poisson.cdf(limit, acid_yield * photon_number))
    merge = np.sum(poisson.pmf(photon_number, wall * dose)
                   * poisson.sf(limit, acid_yield * photon_number))
    return miss + 2 * merge


acid_min = minimize_scalar(lambda e: np.log(acid_total(e)), bounds=(low, high),
                           method="bounded")
acid_F = np.exp(acid_min.fun)
assert acid_F > F0
contrast_low = 0.80
peak_low = wall * (1 + blurred_contrast(contrast_low, radius))
F_contrast = total(best_dose(threshold, peak_low, wall), threshold, peak_low, wall)
radius_small = 4.0
n_small = round(threshold * (radius_small / radius)**2)
wall_small = wall * (radius_small / radius)**2
peak_small = wall_small * (1 + blurred_contrast(contrast, radius_small))
F_small = total(best_dose(n_small, peak_small, wall_small),
                n_small, peak_small, wall_small)

# Low-count simulation of whole holes and connected paths, two cells per sample.
rng = np.random.default_rng(12)
samples, pixel, n_low = 4000, 2.0, 30
iy, ix = np.mgrid[0:20, 0:40]
x, y = ix * pixel - pitch / 2, iy * pixel - pitch / 2
image = 1 + contrast / 2 * (np.cos(k * x) + np.cos(k * y))
offsets = [(i, j) for i in range(-2, 3) for j in range(-2, 3)
           if (i * i + j * j) * pixel**2 <= radius**2]
left = x**2 + y**2 <= (pitch / 4)**2
right = (x - pitch)**2 + y**2 <= (pitch / 4)**2
plane = np.zeros((3, 3, 3), dtype=int)
plane[1] = [[0, 1, 0], [1, 1, 1], [0, 1, 0]]
E_low = best_dose(n_low, peak, wall)
relative = np.linspace(0.6, 1.5, 13)
counts = np.zeros((samples, 20, 40), dtype=np.int16)
previous, field_miss, field_merge = 0.0, [], []
for factor in relative:
    added = (factor - previous) * E_low * wall / len(offsets) * image
    counts += rng.poisson(added, size=counts.shape).astype(np.int16)
    previous = factor
    smooth = np.zeros_like(counts)
    for i, j in offsets:
        smooth += np.roll(counts, (i, j), axis=(1, 2))
    opened = smooth >= n_low
    site_miss = np.mean(~opened[:, 10, [10, 30]])
    site_merge = np.mean(opened[:, 10, 20])
    expected = rates(factor * E_low, n_low, peak, wall)
    # Allows sampling error and the pixelated edge of the blur disk.
    assert abs(site_miss - expected[0]) < 0.04
    assert abs(site_merge - expected[1]) < 0.04
    parts, number = label(opened, structure=plane)
    left_parts, right_parts = parts[:, left], parts[:, right]
    field_miss.append((np.mean(~np.any(left_parts > 0, axis=1))
                       + np.mean(~np.any(right_parts > 0, axis=1))) / 2)
    in_right = np.zeros(number + 1, dtype=bool)
    in_right[right_parts.ravel()] = True
    in_right[0] = False
    field_merge.append(np.mean(np.any(in_right[left_parts], axis=1)))
field_miss, field_merge = np.array(field_miss), np.array(field_merge)
field_total = field_miss + 2 * field_merge
best = int(np.argmin(field_total))
assert np.all(np.diff(field_miss) <= 0) and np.all(np.diff(field_merge) >= 0)
assert 0 < best < len(relative) - 1
assert field_miss[0] > 2 * field_merge[0]
assert field_miss[-1] < 2 * field_merge[-1]

print(f"pitch {pitch:.0f} nm; blur radius {radius:.0f} nm; image contrast {contrast:.2f}")
print(f"wavelength {wavelength:.1f} nm; photon energy {photon_joule / const.e:.2f} eV")
print(f"absorbed fraction {absorbed:.2f}; threshold {threshold} photons; holes {holes:.0e}")
print(f"incident photons per nm2 per mJ/cm2: {photons_per_dose:.4f}")
print(f"blurred contrast M {M:.4f}; centre/wall ratio r {ratio:.4f}")
print(f"wall and centre counts per mJ/cm2: {wall:.3f}, {peak:.3f}")
print(f"printable dose range: {low:.2f} to {high:.2f} mJ/cm2")
print(f"optimum dose {E0:.3f} mJ/cm2; numerical minimum {found.x:.3f} mJ/cm2")
print(f"optimum diameter {D0:.3f} nm; many-photon limit {D_limit:.3f} nm")
print(f"centre and wall means at optimum: {peak * E0:.1f}, {wall * E0:.1f} photons")
print(f"missing per hole at optimum: {miss0:.3e}")
print(f"merging per wall at optimum: {merge0:.3e}; per hole (two walls): {2 * merge0:.3e}")
print(f"total F at optimum: {F0:.3e} per hole; array failure {array_failure(E0):.4f}")
print(f"missing/merging at optimum: {share:.3f}; estimate {share_estimate:.3f}")
print(f"equal-rate crossing: {D_cross:.3f} nm at {E_cross:.3f} mJ/cm2")
print("D (nm), dose (mJ/cm2), missing/hole, merging/hole, array failure:")
for row in table:
    print(f"  {row[0]:.0f}, {row[1]:.2f}, {row[2]:.2e}, {row[3]:.2e}, {row[4]:.3e}")
print(f"critical threshold count: {critical_count(ratio):.2f} photons (example)")
print(f"critical threshold count for r={weak:.1f}: {critical_count(weak):.1f} photons")
print(f"best threshold at {fixed_dose:.0f} mJ/cm2: {n_best}; balance line {n_line:.2f} photons")
print(f"depth exponent per threshold photon: {exponent:.5f}")
print(f"F at optimum for threshold {2 * threshold} photons: {F_double:.3e} per hole")
print("Neglected effects (F per hole):")
print(f"  random acid yield, mean {acid_yield} per photon: {acid_F:.3e} (re-optimized)")
print(f"  acid-yield factor {acid_F / F0:.1f}; optimum "
      f"{diameter(acid_min.x, threshold, wall, M):.2f} nm")
print(f"  dose error -5%: {total(0.95 * E0, *args):.3e}; +5%: {total(1.05 * E0, *args):.3e}")
print(f"  image contrast {contrast_low:.2f}: {F_contrast:.3e} (re-optimized)")
print(f"  blur radius {radius_small:.0f} nm, threshold {n_small} photons: {F_small:.3e}")
print(f"  bottom/top absorption density in film: {1 - absorbed:.2f}")
print(f"Low-count simulation: threshold {n_low} photons, {samples} hole pairs")
print("relative dose, missing/hole, merging/hole (two walls), total/hole:")
for i in (0, best, len(relative) - 1):
    print(f"  {relative[i]:.3f}, {field_miss[i]:.4f}, "
          f"{2 * field_merge[i]:.4f}, {field_total[i]:.4f}")
print(f"single-disk minimum at low count: {total(E_low, n_low, peak, wall):.4f} per hole")
print(f"single-disk optimum at low count: {diameter(E_low, n_low, wall, M):.2f} nm")
print(f"whole-field optimum on dose grid: "
      f"{diameter(relative[best] * E_low, n_low, wall, M):.2f} nm")
print(f"relative dose grid step: {relative[1] - relative[0]:.3f}")
print("all tests passed")
```

Output:

```
pitch 40 nm; blur radius 5 nm; image contrast 0.85
wavelength 13.5 nm; photon energy 91.84 eV
absorbed fraction 0.20; threshold 400 photons; holes 1e+07
incident photons per nm2 per mJ/cm2: 0.6796
blurred contrast M 0.7861; centre/wall ratio r 1.7861
wall and centre counts per mJ/cm2: 10.675, 19.067
printable dose range: 20.98 to 37.47 mJ/cm2
optimum dose 27.565 mJ/cm2; numerical minimum 27.565 mJ/cm2
optimum diameter 21.094 nm; many-photon limit 21.226 nm
centre and wall means at optimum: 525.6, 294.3 photons
missing per hole at optimum: 4.802e-09
merging per wall at optimum: 2.871e-09; per hole (two walls): 5.741e-09
total F at optimum: 1.054e-08 per hole; array failure 0.1001
missing/merging at optimum: 0.836; estimate 0.842
equal-rate crossing: 21.061 nm at 27.544 mJ/cm2
D (nm), dose (mJ/cm2), missing/hole, merging/hole, array failure:
  17, 25.24, 6.44e-05, 1.36e-13, 1.000e+00
  19, 26.32, 1.14e-06, 2.78e-11, 1.000e+00
  21, 27.51, 6.31e-09, 4.56e-09, 1.030e-01
  23, 28.79, 1.02e-11, 4.93e-07, 9.928e-01
  25, 30.15, 5.01e-15, 2.97e-05, 1.000e+00
critical threshold count: 4.95 photons (example)
critical threshold count for r=1.1: 157.5 photons
best threshold at 30 mJ/cm2: 436; balance line 435.23 photons
depth exponent per threshold photon: 0.04186
F at optimum for threshold 800 photons: 4.040e-16 per hole
Neglected effects (F per hole):
  random acid yield, mean 3 per photon: 8.166e-07 (re-optimized)
  acid-yield factor 77.4; optimum 21.00 nm
  dose error -5%: 1.903e-06; +5%: 8.052e-07
  image contrast 0.80: 4.798e-08 (re-optimized)
  blur radius 4 nm, threshold 256 photons: 3.314e-06
  bottom/top absorption density in film: 0.80
Low-count simulation: threshold 30 photons, 4000 hole pairs
relative dose, missing/hole, merging/hole (two walls), total/hole:
  0.600, 0.5365, 0.0000, 0.5365
  0.900, 0.0006, 0.0000, 0.0006
  1.500, 0.0000, 1.2845, 1.2845
single-disk minimum at low count: 0.1655 per hole
single-disk optimum at low count: 19.40 nm
whole-field optimum on dose grid: 14.12 nm
relative dose grid step: 0.075
all tests passed
```
